# London dispersion of collinear and side-by-side rods with one excitation energy

## Problem

Two identical, electrically neutral, rod-like molecules have no permanent dipole moment. Each has polarisability $\alpha_\parallel$ along its axis and $\alpha_\perp$ in either direction across it. The distance $R$ between their centres is large compared with their length, and their charge clouds do not overlap. Two arrangements are compared at the same $R$:

- **collinear**: both axes lie along the line joining the centres;
- **side by side**: the axes are parallel to each other and perpendicular to that line.

Assume that every dipole-allowed excitation of either molecule costs the same mean energy $U$. Gaussian units are used, so a polarisability is a volume; an SI polarisability is divided by $4\pi\varepsilon_0$ to obtain it.

(a) Derive the London dispersion energy for arbitrary fixed orientations, to second order in the dipole–dipole interaction and without retardation.

(b) Apply it to the two arrangements. Which has the stronger dispersion attraction, and by what factor? Examine the limits of the anisotropy $k=\alpha_\parallel/\alpha_\perp$.

(c) Find the average over independent, random orientations. Then find how much closer the side-by-side pair must be for its dispersion energy to equal that of the collinear pair.

(d) Evaluate the results for acetylene, a carbon precursor in chemical vapour deposition, at $R=8.00$ Å. Use $\alpha_\parallel=4.616$ Å$^3$, $\alpha_\perp=2.737$ Å$^3$ and an orientation-averaged dispersion coefficient $C_6=122.24$ eV Å$^6$. Choose $U$ to reproduce this $C_6$.

(e) Estimate what the model leaves out for this pair, and decide whether the result of (b) predicts the preferred arrangement.

The data in (d) were computed by restricted Hartree–Fock theory and its time-dependent linear response in the aug-cc-pVDZ basis. The bond lengths were rounded to 1.20 Å (CC) and 1.06 Å (CH). Electron correlation within each molecule, vibration and basis-set incompleteness are left out. The digits given serve the arithmetic and are not converged with the basis: in aug-cc-pVTZ, $\alpha_\parallel=4.635$ Å$^3$, $\alpha_\perp=2.845$ Å$^3$ and $C_6=125.1$ eV Å$^6$. This lowers $k$ from 1.69 to 1.63, the energy ratio of (d) from 1.71 to 1.65, the $U_\perp$ of (e) from 15.6 to 15.0 eV and the two-energy ratio of (e) from 1.56 to 1.54.

## Solution

### (a) The energy for fixed orientations

Let $\mathbf n$ be the unit vector from the centre of A to the centre of B. A charge $q_a$ of A sits at $\mathbf r_a$ from its centre, and a charge $q_b$ of B at $\mathbf r_b$ from its own. Their interaction is

$$
V=\sum_{a,b}\frac{q_aq_b}{|\mathbf R+\mathbf r_b-\mathbf r_a|}.
$$

Expand in the small displacements. Terms that contain no $\mathbf r_a$, or no $\mathbf r_b$, vanish on summation because each molecule is neutral. The first surviving term is linear in both displacements. Its minus sign comes from $-\mathbf r_a$:

$$
V=-\sum_{ij}\mu^A_i\mu^B_j\,\partial_i\partial_j\frac1R .
$$

Since $\partial_i\partial_j(1/R)=(3n_in_j-\delta_{ij})/R^3$,

$$
V=\sum_{ij}\mu_i^A T_{ij}\mu_j^B,\qquad
T_{ij}=\frac{\delta_{ij}-3n_in_j}{R^3}.
$$

Along $\mathbf n$ the eigenvalue of $T$ is $-2/R^3$. In each of the two directions across $\mathbf n$ it is $+1/R^3$.

The first-order energy contains the permanent dipoles and is zero. In second order, a state with one molecule still in its ground state also contributes a factor $\langle0|\mu|0\rangle=0$. What remains are states with both molecules excited, A to $m$ and B to $n$. With real wavefunctions and $\mu_i^{0m}=\langle0|\mu_i|m\rangle$,

$$
E=-\sum_{m,n\ne0}\frac{\left(\sum_{ij}\mu_i^{0m}T_{ij}\mu_j^{0n}\right)^2}{E_m+E_n},
$$

where $E_m$ and $E_n$ are excitation energies. The mean-energy assumption replaces the denominator by $2U$. Writing out the square gives

$$
E=-\frac1{2U}\sum_{ijkl}T_{ij}T_{kl}\,S^A_{ik}S^B_{jl},\qquad
S_{ik}=\sum_{m\neq0}\mu_i^{0m}\mu_k^{0m}.
$$

The sums $S$ follow from the polarisability. A static field $\mathbf F$ adds $-\boldsymbol\mu\cdot\mathbf F$ to the Hamiltonian. Equating the second-order energy to $-\tfrac12\sum_{ik}\alpha_{ik}F_iF_k$ gives

$$
\alpha_{ik}=2\sum_{m\ne0}\frac{\mu_i^{0m}\mu_k^{0m}}{E_m}
\;\longrightarrow\;\frac{2S_{ik}}U,
\qquad S_{ik}=\frac{U\alpha_{ik}}2 .
$$

Two factors $U/2$ and the prefactor $1/(2U)$ combine to $U/8$:

$$
E=-\frac U8\sum_{ijkl}T_{ij}T_{kl}\,\alpha^A_{ik}\alpha^B_{jl}
=-\frac U8\,\mathrm{Tr}\left(\alpha^A T\alpha^B T\right).
\tag{1}
$$

### (b) The two arrangements

In both arrangements the principal axes of the molecules coincide with those of $T$. All matrices in (1) are then diagonal, and the trace is $\sum_i T_{ii}^2\alpha_{ii}^2$.

For the collinear pair the axial direction has $T_{ii}^2=4/R^6$, and the two transverse directions have $1/R^6$ each:

$$
E_{\rm col}=-\frac{U}{8R^6}\left(4\alpha_\parallel^2+2\alpha_\perp^2\right).
\tag{2}
$$

For the side-by-side pair the line of centres is a transverse direction of both molecules. That direction carries the factor 4. The rod axis and the remaining transverse direction carry 1:

$$
E_{\rm side}=-\frac{U}{8R^6}\left(\alpha_\parallel^2+4\alpha_\perp^2+\alpha_\perp^2\right)
=-\frac{U}{8R^6}\left(\alpha_\parallel^2+5\alpha_\perp^2\right).
\tag{3}
$$

Subtracting,

$$
E_{\rm col}-E_{\rm side}=-\frac{3U}{8R^6}\left(\alpha_\parallel^2-\alpha_\perp^2\right).
\tag{4}
$$

The collinear pair has the stronger attraction if $\alpha_\parallel>\alpha_\perp$, and the weaker one if $\alpha_\parallel<\alpha_\perp$. Dividing (2) by (3), and then both numerator and denominator by $\alpha_\perp^2$,

$$
\frac{E_{\rm col}}{E_{\rm side}}=\frac{4k^2+2}{k^2+5}.
\tag{5}
$$

Neither $U$ nor $R$ appears. With $x=k^2$ the derivative of the ratio is

$$
\frac{4(x+5)-(4x+2)}{(x+5)^2}=\frac{18}{(x+5)^2}>0,
$$

so the ratio rises steadily with $k$, from $2/5$ at $k=0$, through 1 at $k=1$, towards 4 as $k\to\infty$. Near $k=1$ the slope in $x$ is $18/36=1/2$, and $x-1\approx2(k-1)$. The ratio is therefore approximately $1+(k-1)=k$ for weakly anisotropic molecules.

The physical origin is the field of a dipole. At a given distance it is twice as strong on the dipole's axis as on its equator. Dispersion depends on the square of the coupling, which turns the factor 2 into 4. The collinear arrangement gives this advantage to the larger polarisability, when the axial one is larger. The limit $k\to\infty$ must be taken at $R$ much greater than the rod length; a strongly polarisable long rod at moderate $R$ lies outside the point-dipole model.

An oscillator picture gives the same energies and shows when second order suffices. Let the charge of each molecule oscillate harmonically along each principal axis with quantum $U$. Coupling splits the pair of modes along direction $i$ into $U\sqrt{1\pm c_i}$, with $c_i=\alpha_{ii}T_{ii}$. The change of zero-point energy is

$$
\frac U2\left(\sqrt{1+c_i}+\sqrt{1-c_i}-2\right)
=-\frac{Uc_i^2}{8}\left(1+\frac{5c_i^2}{16}+\cdots\right).
$$

The leading term, summed over the three directions, is the result above. The correction is small when $c_i^2\ll1$.

### (c) Random orientations and unequal distances

Equation (1) is linear in $\alpha^A$ and in $\alpha^B$. For independent orientations each tensor may therefore be averaged separately. If $\mathbf u$ is the rod axis,

$$
\alpha_{ij}=\alpha_\perp\delta_{ij}+(\alpha_\parallel-\alpha_\perp)u_iu_j,
\qquad \langle u_iu_j\rangle=\frac{\delta_{ij}}3,
$$

so the average tensor is $\bar\alpha\,\delta_{ij}$ with $\bar\alpha=(\alpha_\parallel+2\alpha_\perp)/3$. Since $\mathrm{Tr}\,T^2=(4+1+1)/R^6$,

$$
\langle E\rangle=-\frac U8\,\frac{6\bar\alpha^2}{R^6}
=-\frac{3U\bar\alpha^2}{4R^6},
\qquad C_6=\frac34U\bar\alpha^2 .
\tag{6}
$$

This is London's formula for two identical isotropic molecules. The average gives all orientations equal weight, which requires orientation-dependent energies well below $k_BT$.

Now let the two arrangements have different centre separations. Equal energies require

$$
\frac{4k^2+2}{R_{\rm col}^6}=\frac{k^2+5}{R_{\rm side}^6},
\qquad
\frac{R_{\rm side}}{R_{\rm col}}=\left(\frac{k^2+5}{4k^2+2}\right)^{1/6}.
\tag{7}
$$

Below this distance ratio the side-by-side pair has the stronger dispersion. Because the ratio (5) is less than 4, the right-hand side exceeds $4^{-1/6}=0.794$. Within the model, a side-by-side separation 21% shorter is thus sufficient for any $k$.

### (d) Acetylene at 8 Å

The mean polarisability is

$$
\bar\alpha=\frac{4.616+2(2.737)}3=3.363\ \text{Å}^3 .
$$

Equation (6) then fixes the mean energy:

$$
U=\frac{4C_6}{3\bar\alpha^2}
=\frac{4(122.24)}{3(3.363)^2}=14.41\ \text{eV}.
$$

This is an effective energy. It lies above the first ionisation energy of acetylene, roughly 11 eV, and does not denote an absorption line; excitations into the continuum contribute to it.

The squares are $\alpha_\parallel^2=21.31$ Å$^6$ and $\alpha_\perp^2=7.49$ Å$^6$. The brackets in (2) and (3) are therefore 100.2 and 58.8 Å$^6$. With $R^6=262144$ Å$^6$, the common prefactor is

$$
\frac{U}{8R^6}=\frac{14.41}{8(262144)}=6.87\times10^{-6}\ \text{eV Å}^{-6}.
$$

Hence

$$
E_{\rm col}=-0.689\ \text{meV},\qquad
E_{\rm side}=-0.404\ \text{meV}.
$$

The difference is $-0.285$ meV. The anisotropy is $k=1.687$, so (5) gives a ratio of $13.38/7.84=1.71$. The orientation average, $-122.24/262144$ eV $=-0.466$ meV, lies between the two energies.

Equation (7) gives $R_{\rm side}/R_{\rm col}=0.915$. A side-by-side pair at 7.32 Å would match the collinear pair at 8 Å. The distance between the outer hydrogen nuclei of one molecule is $1.20+2(1.06)=3.32$ Å. A collinear pair at 8 Å therefore has a hydrogen–hydrogen gap of 4.68 Å, whereas a side-by-side pair with that gap has its centres 4.68 Å apart. Comparison at equal gap thus favours side-by-side dispersion, although point dipoles give only a rough magnitude at such a short distance.

### (e) What the model leaves out

**Different excitation energies.** For a linear molecule, dipole-allowed states can be chosen with transition moments either along the axis or along one transverse direction. Each direction then contributes separately, and its $U$ can be replaced by an effective energy $U_i$. To find $U_i$ from a full spectrum, use the identity

$$
\frac1{a+b}=\frac2\pi\int_0^\infty
\frac{ab\,d\eta}{(a^2+\eta^2)(b^2+\eta^2)},\qquad a,b>0,
$$

where $\eta$ is an energy. Together with
$\alpha_i(i\eta)=\sum_m2E_m(\mu_i^{0m})^2/(E_m^2+\eta^2)$, it turns the second-order sum for direction $i$ into

$$
-\frac{T_{ii}^2}{2\pi}\int_0^\infty\alpha_i(i\eta)^2d\eta
\equiv-\frac{U_i}{8}T_{ii}^2\alpha_i(0)^2 .
$$

Numerical quadrature of the computed response gives $U_\parallel=13.10$ eV and $U_\perp=15.63$ eV. Then

$$
\begin{aligned}
E_{\rm col}&=-\frac{4(13.10)(21.31)+2(15.63)(7.49)}{8(262144)}\ \text{eV}
=-0.644\ \text{meV},\\
E_{\rm side}&=-\frac{(13.10)(21.31)+5(15.63)(7.49)}{8(262144)}\ \text{eV}
=-0.412\ \text{meV}.
\end{aligned}
$$

The ratio falls from 1.71 to 1.56. A single $U$ overstates the axial contribution here because the effective axial energy is the lower one.

**Finite length.** The second-order sum was also evaluated with the full Coulomb interaction between the molecules' computed transition densities, without a multipole expansion. It gives $-1.07$ meV for the collinear pair and $-0.44$ meV side by side, a ratio of 2.44. Relative to the two-energy point-dipole values, the attractions grow by 66% and 7%. The order of the two arrangements survives, but the factor 1.71 is not quantitative at 8 Å.

A simple model shows part of the reason. Represent an axial transition by charges $\pm q$ a distance $l$ apart. The collinear coupling has magnitude

$$
q^2\left(\frac1{R-l}+\frac1{R+l}-\frac2R\right)
=\frac{2q^2l^2}{R^3}\,\frac1{1-l^2/R^2},
$$

which exceeds the point-dipole value. The side-by-side coupling is

$$
2q^2\left(\frac1R-\frac1{\sqrt{R^2+l^2}}\right)
\approx\frac{q^2l^2}{R^3}\left(1-\frac{3l^2}{4R^2}\right),
$$

which is smaller than its point-dipole value. Even with $l$ as large as 3.32 Å, the collinear factor squared is 1.46, so this model does not account for the whole 66%. The full sum also contains transitions without a dipole moment, and each contributes a negative term. Terms in which at least one molecule makes such a transition add $-0.255$ meV for the collinear pair, about 60% of its excess, and $-0.060$ meV side by side. The terms with both transitions dipole-allowed grow by 27% for the collinear pair and shrink by 8% side by side, so the side-by-side gain of 7% comes entirely from the dipole-forbidden transitions.

**Electrostatics.** Acetylene has a quadrupole moment $\Theta=\sum q(z^2-x^2)$, computed as 5.44 $e\,$bohr$^2$. Charges $q,-2q,q$ at spacing $d$ along $z$ represent it, with $\Theta=2qd^2$. For small $d$ their potential is

$$
\phi=qd^2\,\partial_z^2\frac1r
=\frac\Theta2\,\frac{3z^2-r^2}{r^5},
$$

and a second such quadrupole has energy $(\Theta/2)\partial_z^2\phi$. On the axis $\phi=\Theta/z^3$, whose second derivative is $12\Theta/R^5$. At the side, expansion about $z=0$ gives $\partial_z^2\phi=9\Theta/(2R^5)$. Hence

$$
E^{\Theta\Theta}_{\rm col}=\frac{6\Theta^2}{R^5}=6.12\ \text{meV},\qquad
E^{\Theta\Theta}_{\rm side}=\frac{9\Theta^2}{4R^5}=2.30\ \text{meV}.
$$

Both are repulsive and larger than the dispersion energies. Higher permanent multipoles matter at 8 Å: the full Coulomb interaction of the two Hartree–Fock charge distributions is 7.96 meV collinear and 1.92 meV side by side. This is the largest omission among the interaction energies estimated here.

**Smaller terms.** The quadrupole field at the partner has magnitude $3\Theta/R^4$ in the collinear case and $3\Theta/(2R^4)$ at the side. If this field is taken as uniform over the partner, each molecule contributes $-\tfrac12\alpha F^2$ and the pair $-\alpha F^2$. This gives rough induction energies of $-0.083$ and $-0.012$ meV, respectively. With the partner's full, non-uniform potential the collinear value becomes $-0.14$ meV and the side-by-side value stays at $-0.012$ meV. In the oscillator model, orders beyond the second change the dispersion energies by less than 0.01%. Retardation becomes important at distances comparable with $\hbar c/U=137$ Å, far beyond 8 Å. Exchange repulsion was not calculated. A dimensional estimate, $2U$ times the sum of squared overlaps between occupied orbitals of the two molecules, is about 0.02 meV collinear and 0.006 meV side by side.

**The real precursor.** The computed $\bar\alpha$ is of the size of the measured value, which lies roughly between 3 and 4 Å$^3$. Adding the quadrupole, induction and full-Coulomb dispersion energies leaves net repulsions of about 5 meV collinear and 2 meV side by side. Higher permanent multipoles and the effect of electron correlation within each molecule are not included in these figures. With the full Hartree–Fock electrostatics and induction they become 6.7 and 1.5 meV, and a counterpoise-corrected MP2 calculation in the same basis gives 4.8 and 0.9 meV. The sign and the order are stable, but the magnitudes are uncertain by up to a factor of two. Of these two arrangements at 8 Å, the estimate favours side by side, although its dispersion is weaker. Both arrangements are repulsive at this separation in this estimate, and other orientations were not compared. At 300 K, $k_BT=25.9$ meV exceeds both energies, so molecules in the gas at this distance are only weakly oriented by them. In a hotter gas the orientation is weaker still. For such a gas the orientation average (6) is a more useful description of dispersion than either fixed arrangement.

Thus (5) answers a question about one component of the interaction energy at equal centre separation. It does not by itself predict how rods pack.
